# Loss of the Last Bound State of a Yukawa-Screened Donor

## Problem

A donor of charge $+e$ sits in a semiconductor of static permittivity $\varepsilon$. Its electron has an isotropic effective mass $m$, and mobile carriers screen the attraction. Take

$$a^*=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad \mathrm{Ha}^*=\frac{\hbar^2}{m a^{*2}}$$

as the units of length and energy. The potential energy is then $V(r)=-e^{-r/D}/r$, with screening length $D$.

1. Show that binding is lost below a single critical length $D_c$, and that the last bound state is an s state.
2. Enclose $D_c$ between analytic bounds, then find it by solving the radial equation.
3. Find how the binding energy vanishes at $D_c$, and how it behaves for weak screening.
4. For silicon donors in gallium nitride, take $m=0.20$ electron masses and $\varepsilon=9.5\,\varepsilon_0$, which are rough typical values. Find the carrier density at which an isolated donor stops binding at 0 K, 300 K and 500 K. What donor density does this require at 300 K if $N_A/N_D=0.2$?
5. Judge which neglected effects matter most.

## Solution

### 1. The radial equation and the order of the levels

Write the wave function as $u(r)Y_{lm}/r$, with $u(0)=0$ and $E=-k^2/2$. The radial equation is

$$\frac{d^2u}{dr^2}=\left[\frac{l(l+1)}{r^2}+k^2-\frac{2e^{-r/D}}{r}\right]u .$$

Set $r=Dx$ and multiply by $D^2$. With primes for $d/dx$,

$$u''=\left[\frac{l(l+1)}{x^2}+K^2-g\,w(x)\right]u,\qquad w=\frac{e^{-x}}{x},\quad g=2D,\quad K=kD .$$

One number, $g$, therefore decides whether there is binding.

At every $r$ the attraction $e^{-r/D}/r$ grows with $D$. Take a bound state found at some $D$ as a trial function at a larger $D$: its mean energy is lower, hence still negative, so a bound state exists there too. The lengths that allow binding thus form one range, $D>D_c$.

Next take the radial function of a bound state with $l\ge1$ as a trial function for $l=0$. The positive centrifugal energy drops out and the mean energy falls. Whenever a state with $l\ge1$ is bound, an s state is bound as well, and the last level to disappear is the lowest s state.

### 2. Bounds and value of the critical length

**Lower bound.** At threshold $K=0$ and $l=0$. Beyond the potential $u$ is a straight line, and the limit of a decaying tail $e^{-Kx}$ is a constant, so $u'(\infty)=0$. Integrating $u''=-g_cwu$ inward from infinity, then outward from the origin, gives

$$u'(z)=g_c\int_z^\infty w(y)u(y)\,dy,$$

$$u(x)=\int_0^x u'(z)\,dz=g_c\int_0^\infty \min(x,y)\,w(y)u(y)\,dy .$$

The minimum appears because a given $y$ contributes for all $z$ below both $x$ and $y$. With $v=\sqrt w\,u$ the kernel becomes symmetric,

$$v(x)=g_c\int_0^\infty \mathcal K(x,y)v(y)\,dy,\qquad \mathcal K=\sqrt{w(x)}\,\min(x,y)\sqrt{w(y)} .$$

Thus $1/g_c$ is an eigenvalue of $\mathcal K$. Its square cannot exceed the sum of all squared eigenvalues, which is the double integral of $\mathcal K^2$. The regions $y<x$ and $y>x$ contribute equally:

$$\begin{aligned}
\iint\mathcal K^2\,dx\,dy&=2\int_0^\infty\frac{e^{-x}}{x}\int_0^x ye^{-y}\,dy\,dx\\
&=2\int_0^\infty\frac{e^{-x}}{x}\left[1-(1+x)e^{-x}\right]dx\\
&=2\int_0^\infty\frac{e^{-x}-e^{-2x}}{x}\,dx-2\int_0^\infty e^{-2x}dx\\
&=2\ln2-1 .
\end{aligned}$$

The last line uses $\int_0^\infty(e^{-px}-e^{-qx})\,dx/x=\ln(q/p)$. Since $D_c=g_c/2$,

$$D_c\ge\frac{1}{2\sqrt{2\ln2-1}}>0.804 .$$

**Upper bound.** A bound state exists if some trial function with $u(0)=0$ satisfies $\int u'^2dx<g\int wu^2dx$. The trial function may approach a constant at infinity. Multiplying it by $e^{-\kappa x}$ makes it normalizable and changes both integrals by amounts of order $\kappa$, which can be made as small as desired. Hence

$$g_c\le\frac{\int_0^\infty u'^2dx}{\int_0^\infty wu^2dx}.$$

Choose $u=\sum_n c_n(1-e^{-nx})$, which vanishes at the origin and levels off outside. The two integrals are quadratic forms in the $c_n$ with matrices

$$A_{mn}=\int_0^\infty mn\,e^{-(m+n)x}dx=\frac{mn}{m+n},$$

$$\begin{aligned}
B_{mn}&=\int_0^\infty\frac{e^{-x}}{x}(1-e^{-mx})(1-e^{-nx})\,dx\\
&=\ln(1+m)-\ln\frac{1+m+n}{1+n}
=\ln\frac{(1+m)(1+n)}{1+m+n}.
\end{aligned}$$

For $B_{mn}$ the four exponentials were grouped into two differences, each integrated by the logarithm rule above.

The best bound comes from the largest value $\mu$ of $c^TBc/c^TAc$. Stationarity requires $(B-\mu A)c=0$, so $\det(B-\mu A)=0$, and then $D_c\le1/(2\mu)$. For $n=1,2$,

$$\left(\ln\tfrac43-\tfrac{\mu}{2}\right)\left(\ln\tfrac95-\mu\right)-\left(\ln\tfrac32-\tfrac{2\mu}{3}\right)^2=0 .$$

Collecting powers of $\mu$, with $\tfrac12-\tfrac49=\tfrac1{18}$,

$$\frac{\mu^2}{18}-\mu\left[\ln\tfrac43+\tfrac12\ln\tfrac95-\tfrac43\ln\tfrac32\right]+\ln\tfrac43\ln\tfrac95-\ln^2\tfrac32=0 .$$

The larger root gives $D_c\le0.83997$. Five exponentials lower the bound to $0.83991$.

**Direct solution.** Near the origin $w=1/x-1+\dots$. Insert $u=x+a_2x^2+a_3x^3$ in the s equation. The constant terms give $2a_2=-g$; the terms linear in $x$ give $6a_3=K^2+g-ga_2$. Therefore

$$u=x-\frac g2x^2+\frac16\left(K^2+g+\frac{g^2}{2}\right)x^3+\dots$$

This starts a Runge–Kutta integration out to $x=40$, where the potential is negligible and a bound state must satisfy $u'+Ku=0$. Setting $K=0$ and searching for the root in $g$ gives $g_c=1.679808$, or

$$D_c=0.8399\,a^* .$$

The same integration puts the 2s threshold at $3.224\,a^*$. With the centrifugal term included, and an outer solution proportional to $1/x$, the 2p threshold lies at $4.541\,a^*$. The excited states are lost long before the ground state.

### 3. The binding energy in two limits

**Near threshold.** Let $u_c$ be the threshold solution, scaled so that $u_c(\infty)=1$, and let $u$ be the bound solution at $g$ slightly above $g_c$. Their equations give

$$(u_cu'-uu_c')'=\left[K^2-(g-g_c)w\right]uu_c .$$

Integrate from zero to a point $X$ beyond the potential but with $KX\ll1$. The left side vanishes at the origin because both functions do. At $X$, $u\simeq1$, $u'\simeq-K$ and $u_c'\simeq0$, so it equals $-K$. On the right, the first term is at most of order $K^2X$, which is small compared with $K$. To leading order $u$ can be replaced by $u_c$ in the second term:

$$K\simeq(g-g_c)I,\qquad I=\int_0^\infty wu_c^2\,dx=0.4412,$$

where $I$ was evaluated from the integrated solution. With $k=K/D\simeq2I(D-D_c)/D_c$,

$$E\simeq-C(D-D_c)^2,\qquad C=\frac{2I^2}{D_c^2}=0.552 .$$

The energy reaches zero with zero slope, while the tail length $1/k$ diverges as $1/(D-D_c)$. The electron spreads out before it is released.

**Weak screening.** For $D\gg1$ expand inside the orbit:

$$-\frac{e^{-r/D}}r=-\frac1r+\frac1D-\frac r{2D^2}+\dots$$

The hydrogenic ground state $u=2re^{-r}$ has $\langle r\rangle=4\int_0^\infty r^3e^{-2r}dr=3/2$. First-order perturbation theory gives

$$E\simeq-\frac12+\frac1D-\frac3{4D^2}.$$

The constant shift $1/D$ dominates: screening raises the level relative to the band edge well before it distorts the orbital.

Numerical solution of the radial equation connects the two limits:

| $D/a^*$ | $E/\mathrm{Ha}^*$ |
|---:|---:|
| 10 | −0.40706 |
| 5 | −0.32681 |
| 2 | −0.14812 |
| 1 | −0.01029 |
| 0.9 | −0.00176 |

At $D=10$ the weak-screening formula gives $-0.40750$. At $D=0.9$ the quadratic law gives $-0.00199$, a binding 13% larger than the numerical one. Most of that error comes from replacing $D$ by $D_c$ in $k=K/D$. Keeping $D$ gives $K\simeq(1.8-1.6798)(0.4412)=0.05303$ and $E\simeq-(0.05303/0.9)^2/2=-0.00174$.

### 4. Critical carrier density in gallium nitride

**Screening length.** Let $\phi$ be a weak, slowly varying electrostatic potential. It lowers the electron energy by $e\phi$ and raises the local density by $\delta n=(dn/d\mu)e\phi$. Away from the donor, Poisson's equation reads $\nabla^2\phi=e\,\delta n/\varepsilon=\phi/D^2$, with

$$\frac1{D^2}=\frac{e^2}{\varepsilon}\frac{dn}{d\mu}.$$

Its decaying spherical solution is the Yukawa potential. In this part $D$, $k_F$ and $n$ carry ordinary units.

**Zero temperature.** For one parabolic, spin-degenerate valley, $n=k_F^3/(3\pi^2)$ and $\mu=\hbar^2k_F^2/(2m)$. Then

$$\frac{dn}{d\mu}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2},\qquad D^2=\frac{\pi a^*}{4k_F}.$$

Setting $D=D_c$ gives

$$k_Fa^*=\frac{\pi}{4(0.8399)^2}=1.113,\qquad n_ca^{*3}=\frac{(1.113)^3}{3\pi^2}=0.0466 .$$

The given mass and permittivity yield $a^*=2.51$ nm, an unscreened binding energy $\mathrm{Ha}^*/2=30.2$ meV, and $D_c=2.11$ nm. Thus

$$n_c(0)=\frac{0.0466}{(2.51\times10^{-7}\ \mathrm{cm})^3}\simeq2.9\times10^{18}\ \mathrm{cm^{-3}} .$$

**Finite temperature.** The Fermi energy at this density is 37 meV, while $k_BT$ at 300 K is 26 meV, so the zero-temperature relation no longer holds. With $\eta=\mu/k_BT$ and $N_c=2(2\pi mk_BT/h^2)^{3/2}$,

$$n=\frac{2N_c}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}},\qquad
\frac{dn}{d\mu}=\frac{N_c}{k_BT\sqrt\pi}\int_0^\infty\frac{t^{-1/2}\,dt}{1+e^{t-\eta}} .$$

The second integral follows from the first by differentiating with respect to $\eta$ and integrating by parts. Solving numerically for the $\eta$ that makes $D=D_c$ gives

$$n_c(300\ \mathrm K)\simeq5.5\times10^{18},\qquad n_c(500\ \mathrm K)\simeq7.9\times10^{18}\ \mathrm{cm^{-3}} .$$

Hot carriers respond less to a potential, so more of them are needed for the same screening length.

Below threshold, at 300 K, $n=10^{17}\ \mathrm{cm^{-3}}$ gives $D=11.7$ nm and a binding energy of 19 meV. At $n=10^{18}\ \mathrm{cm^{-3}}$ these fall to 4.0 nm and 5.6 meV.

**Compensation.** Neutrality requires $n+N_A=N_D^+$, with all acceptors filled. At threshold the model has no neutral-donor state left, so $N_D^+=N_D$ and

$$N_D=\frac{n_c}{1-N_A/N_D}=\frac{5.5\times10^{18}}{0.8}\simeq6.9\times10^{18}\ \mathrm{cm^{-3}} .$$

Compensation enters here only through the carrier count; screening by rearrangement of charge among the donors is left out. The usual occupation formula, with a spin factor of two and a level at depth $E_b$, cannot simply be continued to $E_b=0$. It would still assign electrons to a localized state that no longer exists.

### 5. What limits the estimate

**Screening at short distances.** The Yukawa form uses the long-wavelength response at every wave vector $q$. At 0 K the Lindhard response replaces $1/D^2$ in the Fourier-space denominator $q^2+1/D^2$ by $L/D^2$, where

$$L(t)=\frac12+\frac{1-t^2}{4t}\ln\left|\frac{1+t}{1-t}\right|,\qquad t=\frac q{2k_F}.$$

Since $L<1$ for $q>0$, screening weakens at short distances. Repeating the five-exponential calculation with this potential, with the integral over $q$ done numerically, raises the 0 K critical density by a factor of about 1.35. The value $0.84\,a^*$ therefore belongs to the Yukawa potential, not to screened donors in general. Exchange and correlation among the carriers are left out of both potentials, and their effect can be larger. A rough Hubbard local-field factor $G=q^2/[2(q^2+k_F^2)]$ added to the Lindhard response moves the 0 K critical density from about $4\times10^{18}$ to about $5.9\times10^{18}\ \mathrm{cm^{-3}}$ if the donor electron is treated as a member of the gas, and to about $1.4\times10^{18}\ \mathrm{cm^{-3}}$ if it is treated as a distinct test charge. Even the sign of this correction depends on the treatment.

**Too few carriers.** At the 0 K threshold a sphere of radius $D_c$ contains on average $(4\pi/3)(0.8399)^3(0.0466)=0.12$ carriers. A smooth, linear screening cloud is then a doubtful picture of the instantaneous surroundings. Linear screening is also not self-consistent there: the phase shifts of the threshold Yukawa potential at $k_F$ give a Friedel sum $(2/\pi)\sum_l(2l+1)\delta_l$ of about 1.2, where one donor charge requires 1.

**Neighbouring donors.** Without compensation, the donor density at the same threshold sets a spacing scale $n_c^{-1/3}=7.0$ nm, or $R=2.78\,a^*$. The coupling scale of two unscreened 1s orbitals is $\int\varphi_A\varphi_B/r_A\,d^3r$. In coordinates $\xi=(r_A+r_B)/R$ and $\zeta=(r_A-r_B)/R$ it becomes

$$\frac{R^2}{2}\int_1^\infty\!\int_{-1}^1e^{-R\xi}(\xi-\zeta)\,d\zeta\,d\xi
=R^2\int_1^\infty\xi e^{-R\xi}d\xi=(1+R)e^{-R},$$

or 14 meV. The two orbitals overlap by $S=e^{-R}(1+R+R^2/3)=0.39$, however, so this integral overstates the coupling. Solving numerically for one electron shared by two such unscreened donors gives half the level splitting as 7.4 meV, about a quarter of the isolated binding energy. Donors placed at random have a smaller mean nearest-neighbour distance, $0.554\,n_c^{-1/3}=3.9$ nm, where the same calculation gives 18 meV. The donors are therefore not isolated.

**Collisions.** For a rough mobility $\mu_e=200\ \mathrm{cm^2/Vs}$, the momentum relaxation time $\tau$ sets a broadening scale $\hbar/\tau=\hbar e/(m\mu_e)$ of 29 meV for the band states. Small-angle collisions hardly lower the mobility but still broaden the states, so the true width can be larger. This scale exceeds the 5.6 meV binding found at $10^{18}\ \mathrm{cm^{-3}}$ and 300 K, so the level is not clearly separated from the band there.

**Judgement.** Of the effects estimated here, donor overlap and collision broadening are the most serious. The coupling to a single neighbour ranges from about a quarter of the unscreened binding energy at the spacing $n_c^{-1/3}$ to about 0.6 of it at the mean nearest-neighbour distance. The collision broadening is comparable to that energy. Both effects call the picture of a separate donor level into question. The Lindhard correction keeps that picture. It raises the critical density by about a third at 0 K and, with the thermally averaged response, by about 16% at 300 K and 11% at 500 K. Exchange and correlation also keep the picture but leave the 0 K density uncertain by roughly a factor of two either way.

**Comparison with real material.** The inputs are ordinary for gallium nitride, and densities of $10^{18}$ to $10^{19}\ \mathrm{cm^{-3}}$ occur in its contact layers. The 0 K estimate scales as $(m/\varepsilon)^3$, so it is sensitive to these rough inputs: $m=0.22$ gives $3.9\times10^{18}$, and $\varepsilon=10.4\,\varepsilon_0$ gives $2.2\times10^{18}\ \mathrm{cm^{-3}}$. Metallic conduction in silicon-doped material sets in at roughly $10^{18}\ \mathrm{cm^{-3}}$, below the 0 K estimate of $2.9\times10^{18}$. The Lindhard correction moves the estimate further away, to about $4\times10^{18}$. Donor overlap is one plausible cause of the discrepancy and exchange and correlation in the screening are another; this one-donor calculation cannot decide between them. The result also applies only to neutral regions. In a field $F$, measured in $\mathrm{Ha}^*/(ea^*)=0.24$ MV/cm, the potential energy of an unscreened donor along the field has a barrier top at $-2\sqrt F$. If the shift of the level is neglected, the barrier vanishes when this equals $-1/2$, at $F=1/16$ or 0.015 MV/cm. Depletion regions of power devices can reach fields of order 1 MV/cm. There, the loss of the donor electron is governed by the field and by depletion, not by carrier screening.
